# Why polarization reversal need not reverse weak magnetization in uniform BiFeO3: verification in Python

```python
"""Weak ferromagnetism of a uniform G-type antiferromagnet (BiFeO3 regime).

Result under test: the Dzyaloshinskii-Moriya (DM) vector D that cants the two
sublattices is odd in the antiphase octahedral rotation w and even in the polar
Fe shift u. Reversing u alone therefore leaves the weak magnetization unchanged.

Symbols: a = pseudocubic edge (nm); u = Fe shift against the O cage (nm);
w = rotation vector of length tan(angle); J = exchange per bond (eV, unit spins);
D = sum of the six bond DM vectors at an A site (eV); theta = canting angle;
kappa = DM per transverse O displacement of one Fe-O-Fe bond (eV/nm).
Energies come from a tight-binding model: Fe d, O p, Fe spin-orbit coupling and
an exchange field of fixed size along the spin direction of each Fe.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, newton

# ---- model parameters (round values) ----
a = 0.396
angle_deg = 14.0
shift = 0.015
V_sigma, V_pi, r_ref = -1.3, 0.6, 0.200
level_d, splitting, zeta_fe = -0.5, 9.0, 0.05      # O p level is the zero
pol_uC, chi, field_MV = 90.0, 50.0, 0.2
h = 0.05                                            # trial canting angle (rad)

axes = np.eye(3)
n111 = np.ones(3) / np.sqrt(3)
e1 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
e2 = np.cross(n111, e1)
u0 = shift * n111
w0 = np.tan(np.radians(angle_deg)) * n111

# ---- orbitals: d functions as symmetric traceless tensors ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0


def off_diagonal(i, j):
    q = np.zeros((3, 3))
    q[i, j] = q[j, i] = 1 / np.sqrt(2)
    return q


Q = np.array([off_diagonal(0, 1), off_diagonal(1, 2), off_diagonal(0, 2),
              np.diag([1, -1, 0]) / np.sqrt(2), np.diag([-1, -1, 2]) / np.sqrt(6)])
l_p = -1j * eps
l_d = np.array([[[1j * np.trace(Q[m] @ (-eps[c] @ Q[n] + Q[n] @ eps[c]))
                  for n in range(5)] for m in range(5)] for c in range(3)])
assert np.allclose(l_d[0] @ l_d[1] - l_d[1] @ l_d[0], 1j * l_d[2])
assert np.allclose(sum(x @ x for x in l_d), 6 * np.eye(5))


def pd_hopping(vec):
    """3x5 matrix of p-d hopping for the vector from Fe to O."""
    r = np.linalg.norm(vec)
    x = vec / r
    qx = Q @ x
    xqx = qx @ x
    sig = np.sqrt(1.5) * np.outer(x, xqx)
    pi = np.sqrt(2.0) * (qx.T - np.outer(x, xqx))
    return (V_sigma * sig + V_pi * pi) * (r_ref / r) ** 3.5


class Magnet:
    """Two Fe and some O atoms; each bond is (Fe, O, true vector, ideal vector)."""

    def __init__(self, bonds, n_ox, kpts, zeta=zeta_fe):
        self.n_orb = 10 + 3 * n_ox
        self.n_ox = n_ox
        H0 = np.zeros((len(kpts), self.n_orb, self.n_orb), complex)
        H0[:, range(10), range(10)] = level_d
        for f, o, vec, ideal in bonds:
            t = pd_hopping(vec)[None] * np.exp(-1j * kpts @ ideal)[:, None, None]
            so, sf = slice(10 + 3 * o, 13 + 3 * o), slice(5 * f, 5 * f + 5)
            H0[:, so, sf] += t
            H0[:, sf, so] += t.conj().transpose(0, 2, 1)
        size = 2 * self.n_orb
        self.base = np.einsum('kij,ab->kiajb', H0, np.eye(2)).reshape(-1, size, size)
        soc = zeta * sum(np.kron(l_d[c], pauli[c] / 2) for c in range(3))
        for f in range(2):
            self.base[:, 10 * f:10 * f + 10, 10 * f:10 * f + 10] += soc
        self.n_occ = size - 10      # the ten minority-spin d states stay empty

    def hamiltonian(self, spins):
        H = self.base.copy()
        for f in range(2):
            s = slice(10 * f, 10 * f + 10)
            field = np.einsum('c,cij->ij', spins[f], pauli)
            H[:, s, s] += np.kron(np.eye(5), -0.5 * splitting * field)
        return H

    def energy(self, spins):
        ev = np.linalg.eigvalsh(self.hamiltonian(spins))
        return ev[:, :self.n_occ].sum(axis=1).mean()

    def moments(self, spins):
        """Fe spins <sigma>, total <sigma>, total on-site <l>, smallest gap."""
        ev, vec = np.linalg.eigh(self.hamiltonian(spins))
        occ = vec[:, :, :self.n_occ]
        rho = (occ @ occ.conj().transpose(0, 2, 1)).mean(axis=0)
        fe = np.array([[np.trace(rho[10*f:10*f+10, 10*f:10*f+10]
                                 @ np.kron(np.eye(5), pauli[c])).real
                        for c in range(3)] for f in range(2)])
        total = np.array([np.trace(rho @ np.kron(np.eye(self.n_orb), pauli[c])).real
                          for c in range(3)])
        orb = np.zeros(3)
        for c in range(3):
            op = np.zeros((self.n_orb, self.n_orb), complex)
            for f in range(2):
                op[5*f:5*f+5, 5*f:5*f+5] = l_d[c]
            for o in range(self.n_ox):
                op[10+3*o:13+3*o, 10+3*o:13+3*o] = l_p[c]
            orb[c] = np.trace(rho @ np.kron(op, np.eye(2))).real
        gap = ev[:, self.n_occ].min() - ev[:, self.n_occ - 1].max()
        return fe, total, orb, gap


def crystal(u, w, mesh, zeta=zeta_fe):
    cell = a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
    recip = 2 * np.pi * np.linalg.inv(cell).T
    grid = np.array(np.meshgrid(*[np.arange(mesh)] * 3)).reshape(3, -1).T / mesh
    bonds, o = [], 0
    for axis in axes:
        for sign in (1, -1):
            half = sign * axis * a / 2
            move = np.cross(w, half) - u
            bonds += [(0, o, half + move, half), (1, o, -half + move, -half)]
            o += 1
    return Magnet(bonds, 6, grid @ recip)if zeta == zeta_fe else Magnet(
        bonds, 6, grid @ recip, zeta)


def single_bond(direction, delta):
    half = direction * a / 2
    return Magnet([(0, 0, half + delta, half), (1, 0, -half + delta, -half)],
                  1, np.zeros((1, 3)))


def canted(theta, x, y):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([c * x + s * y, -c * x + s * y])


def odd_coupling(system, x, y):
    diff = system.energy(canted(h, x, y)) - system.energy(canted(-h, x, y))
    return diff / (2 * np.sin(2 * h))


def coupling_table(system):
    """Row c: both canting couplings in the plane normal to axis c."""
    return np.array([[odd_coupling(system, axes[(c+1) % 3], axes[(c+2) % 3]),
                      odd_coupling(system, axes[(c+2) % 3], -axes[(c+1) % 3])]
                     for c in range(3)])


def dm_vector(system):
    return coupling_table(system).mean(axis=1)


def dm_and_exchange(system):
    ep, em = [system.energy(canted(s * h, e1, e2)) for s in (1, -1)]
    e0 = system.energy(canted(0.0, e1, e2))
    return ((ep - em) / (2 * np.sin(2*h)),
            (ep + em - 2 * e0) / (12 * (1 - np.cos(2*h))))


# ---- symmetry for generic, non-parallel u and w ----
ug, wg = np.array([0.012, 0.004, -0.007]), np.array([0.10, -0.15, 0.20])
K = coupling_table(crystal(ug, wg, 2))
assert np.abs(K).max() > 1e-6
assert np.allclose(coupling_table(crystal(-ug, wg, 2)), K, atol=1e-9, rtol=0)
assert np.allclose(coupling_table(crystal(ug, -wg, 2)), -K, atol=1e-9, rtol=0)
K_polar_only = np.abs(coupling_table(crystal(ug, 0 * wg, 2))).max()
K_no_soc = np.abs(coupling_table(crystal(ug, wg, 2, 0.0))).max()
assert K_polar_only < 1e-9 and K_no_soc < 1e-9

# ---- small rotation: D is parallel to w in the cubic parent ----
w_small = 0.01 * wg / np.linalg.norm(wg)
D_small = dm_vector(crystal(0 * ug, w_small, 2))
misfit = np.linalg.norm(np.cross(D_small, w_small))
assert misfit < 0.02 * np.linalg.norm(D_small) * np.linalg.norm(w_small)

# ---- one Fe-O-Fe bond: D_bond = kappa * direction x displacement ----
kappa = dm_vector(single_bond(axes[0], 0.001 * axes[1]))[2] / 0.001
delta = np.array([0.0, 0.0012, -0.0007])
D_bond = dm_vector(single_bond(axes[0], delta))
rule = kappa * np.cross(axes[0], delta)
assert np.linalg.norm(D_bond - rule) < 0.01 * np.linalg.norm(rule)


def six_bonds(u, w):
    return np.array([dm_vector(single_bond(s * ax, np.cross(w, s * ax * a / 2) - u))
                     for ax in axes for s in (1, -1)])


u_small = 0.002 * ug / np.linalg.norm(ug)
both = six_bonds(u_small, w_small).sum(axis=0)
expected = 2 * kappa * a * w_small
assert np.linalg.norm(both - expected) < 0.02 * np.linalg.norm(expected)
polar = six_bonds(u_small, 0 * w_small)
polar_max = np.linalg.norm(polar, axis=1).max()
polar_sum = np.linalg.norm(polar.sum(axis=0))
assert polar_sum < 1e-4 * polar_max

# ---- explicit lattice sums: uniform canting sees w, a spiral sees u ----
sites = np.array(np.meshgrid(*[np.arange(4)] * 3)).reshape(3, -1).T


def dm_energy_per_site(spin_at):
    total = 0.0
    for r in sites:
        eta = (-1) ** r.sum()
        for ax in axes:
            d_vec = kappa * np.cross(ax, eta * np.cross(w0, ax * a / 2) - u0)
            total += d_vec @ np.cross(spin_at(r), spin_at(r + ax))
    return total / len(sites)


pair = canted(0.1, e1, e2)
uniform = dm_energy_per_site(lambda r: pair[int(round(r.sum())) % 2])
assert np.isclose(uniform, kappa * a * w0 @ np.cross(*pair), rtol=1e-9, atol=0)
q_hat = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
q_vec = 0.02 / a * q_hat


def spiral_spin(r):
    phase = a * q_vec @ r
    return (-1) ** int(round(r.sum())) * (np.cos(phase) * n111 + np.sin(phase) * q_hat)


spiral = dm_energy_per_site(spiral_spin)
spiral_rule = kappa * a * np.cross(q_vec, u0) @ np.cross(n111, q_hat)
assert np.isclose(spiral, spiral_rule, rtol=1e-3, atol=0)

# ---- threshold anisotropy: a pi wall costs nothing at K_c (J = 1, d = 0.1) ----
d_test = 0.1
K_test = np.pi**2 * d_test**2 / 8


def wall(inner):
    phi = np.concatenate([[0.0], inner, [np.pi]])
    step = np.diff(phi)
    value = np.sum(1 - np.cos(step) - d_test*np.sin(step)) + K_test*np.sum(np.sin(phi)**2)
    force = np.sin(step) - d_test * np.cos(step)
    return value, force[:-1] - force[1:] + K_test * np.sin(2 * inner)


start = np.clip((np.arange(1, 160) - 70) / 20, 0, 1) * np.pi
wall_fit = minimize(wall, start, jac=True, method='L-BFGS-B',
                    options={'maxiter': 5000, 'maxfun': 10000, 'ftol': 1e-14, 'gtol': 1e-8})
assert abs(wall_fit.fun) < 0.01 * np.pi * d_test

# ---- worked example: exchange, DM vector and mesh convergence ----
main = crystal(u0, w0, 4)
D, J = dm_and_exchange(main)
D_fine, J_fine = dm_and_exchange(crystal(u0, w0, 6))
assert J > 0


def torque(system, theta):
    fe = system.moments(canted(theta, e1, e2))[0]
    turn = np.array([-np.sin(theta) * e1 + np.cos(theta) * e2,
                     np.sin(theta) * e1 + np.cos(theta) * e2])
    return -0.5 * splitting * np.sum(fe * turn)


slope = (main.energy(canted(0.031, e1, e2)) - main.energy(canted(0.029, e1, e2))) / 0.002
assert np.isclose(torque(main, 0.03), slope, rtol=1e-3)

# ---- equilibrium of all four structures, with L kept along +e1 ----
result = {}
for su in (1, -1):
    for sw in (1, -1):
        system = crystal(su * u0, sw * w0, 4)
        theta = newton(lambda t: torque(system, t), 0.0, x1=1e-3, tol=1e-9)
        fe, spin, orb, gap = system.moments(canted(theta, e1, e2))
        result[su, sw] = (theta, -(spin + orb) @ e2 / 2, -spin @ e2 / 2,
                          -orb @ e2 / 2, (fe[0] - fe[1]) @ e1 / 2, gap)
theta_eq, M_weak, M_spin, M_orb, m_fe, gap = result[1, 1]
theta_rule = 0.5 * np.arctan(-D / (6 * J))
assert gap > 0 and abs(theta_eq) > 1e-5
assert np.isclose(theta_eq, theta_rule, rtol=0.02, atol=0)
for (su, sw), values in result.items():
    assert np.isclose(values[0], sw * theta_eq, rtol=1e-3, atol=1e-8)
    assert np.isclose(values[1], sw * M_weak, rtol=1e-3, atol=1e-7)

# ---- path 1: u through zero at fixed w; path 2: u and w turned together ----
scales = [1.0, 0.5, 0.0, -0.5, -1.0]
D_path = [odd_coupling(crystal(s * u0, w0, 4), e1, e2) for s in scales]
assert min(np.array(D_path) * np.sign(D)) > 0
turns = [0, 60, 120, 180]
D_turn, D_fixed = [], []
for deg in turns:
    t = np.radians(deg)
    direction = np.cos(t) * n111 + np.sin(t) * np.cross(e2, n111)
    vec = dm_vector(crystal(shift * direction, np.linalg.norm(w0) * direction, 2))
    D_turn.append(vec @ direction)
    D_fixed.append(vec @ n111)
assert min(np.array(D_turn) * np.sign(D_turn[0])) > 0
assert np.isclose(D_fixed[-1], -D_fixed[0], rtol=1e-6)

# ---- sizes of neglected effects ----
kB = const.k / const.e
S = 2.5
T_neel = 2 * J * (S + 1) / S / kB
order = 1.0
for _ in range(2000):
    x = 3 * S / (S + 1) * order * T_neel / 300.0
    order = ((2*S + 1) / (2*S) / np.tanh((2*S + 1) * x / (2*S))
             - 1 / (2*S) / np.tanh(x / (2*S)))
dP = const.epsilon_0 * chi * field_MV * 1e8 / (pol_uC * 1e-2)
D_up, D_down = [odd_coupling(crystal(f * u0, w0, 4), e1, e2) for f in (1.1, 0.9)]
log_slope = (D_up - D_down) / (0.2 * D)
d_cyc = abs(kappa) * shift
K_c = np.pi**2 * d_cyc**2 / (8 * J)
K_cant = D**2 / (24 * J)
K_bare = (main.energy([n111, -n111]) - main.energy([e1, -e1])) / 2
mu_B = const.e * const.hbar / (2 * const.m_e)
emu = abs(M_weak) * mu_B * 1e3 / (a * 1e-7)**3

# ---- printed numbers ----
print(f"edge a = {a} nm; rotation = {angle_deg} deg; Fe shift = {shift} nm")
print(f"pd sigma, pd pi at {r_ref} nm = {V_sigma}, {V_pi} eV")
print(f"d level, exchange splitting, spin-orbit = {level_d}, {splitting}, {zeta_fe} eV")
print(f"smallest gap of the model = {gap:.3f} eV")
print(f"generic u,w: largest canting coupling = {np.abs(K).max()*1e3:.4f} meV")
print(f"same with w = 0: {K_polar_only*1e3:.1e} meV")
print(f"same without spin-orbit: {K_no_soc*1e3:.1e} meV")
print(f"single-bond kappa = {kappa*1e3:.4f} meV/nm")
print(f"polar test shift {np.linalg.norm(u_small):.3f} nm: largest bond D = {polar_max*1e6:.4f} ueV")
print(f"sum of these six bond vectors = {polar_sum*1e6:.1e} ueV")
print(f"exchange J per bond = {J*1e3:.3f} meV")
print(f"DM sum D along [111] = {D*1e3:.4f} meV")
print(f"mesh 4 to 6: shift of J = {(J_fine-J)*1e3:.1e} meV, of D = {(D_fine-D)*1e3:.1e} meV")
print(f"bond-rule estimate 2 kappa a w = {2*kappa*a*np.linalg.norm(w0)*1e3:.4f} meV")
print(f"canting angle, zero torque = {theta_eq*1e3:.4f} mrad")
print(f"canting angle, from D and J = {theta_rule*1e3:.4f} mrad")
print(f"sublattice Fe spin moment = {m_fe:.3f} mu_B")
for (su, sw), values in result.items():
    print(f"P sign {su:+d}, w sign {sw:+d}: weak moment = {values[1]*1e3:+.4f} 1e-3 mu_B/Fe")
print(f"spin part = {M_spin*1e3:+.4f}, orbital part = {M_orb*1e3:+.4f} 1e-3 mu_B/Fe")
print(f"weak magnetization size = {emu:.4f} emu/cm3")
for s, value in zip(scales, D_path):
    print(f"path 1, u scale {s:+.1f}: D = {value*1e3:+.4f} meV")
for deg, along, fixed in zip(turns, D_turn, D_fixed):
    print(f"path 2 (mesh 2), {deg} deg: D along w = {along*1e3:+.4f}, along [111] = {fixed*1e3:+.4f} meV")
print(f"mean-field Neel temperature = {T_neel:.0f} K")
print(f"sublattice order left at 300 K = {order:.3f}")
print(f"rough P = {pol_uC} uC/cm2, susceptibility = {chi}, field = {field_MV} MV/cm")
print(f"field-induced change of P = {100*dP:.3f} %")
print(f"d ln D / d ln u = {log_slope:.4f}; change of D in field = {100*dP*log_slope:.4f} %")
print(f"cycloid DM energy d (single-bond estimate) = {d_cyc*1e6:.3f} ueV")
print(f"cycloid period without anisotropy = {2*np.pi*a*J/d_cyc:.1f} nm")
print(f"anisotropy needed for uniform state K_c = {K_c*1e6:.5f} ueV/Fe")
print(f"easy-plane anisotropy from canting = {K_cant*1e6:.5f} ueV/Fe")
print(f"collinear anisotropy E([111]) - E([11-2]) = {K_bare*1e6:.4f} ueV/Fe")
print(f"wall test at K_c: energy / (pi d) = {wall_fit.fun/(np.pi*d_test):.1e}")
print("all assertions hold")
```

Output:

```
edge a = 0.396 nm; rotation = 14.0 deg; Fe shift = 0.015 nm
pd sigma, pd pi at 0.2 nm = -1.3, 0.6 eV
d level, exchange splitting, spin-orbit = -0.5, 9.0, 0.05 eV
smallest gap of the model = 3.474 eV
generic u,w: largest canting coupling = 0.0771 meV
same with w = 0: 7.1e-11 meV
same without spin-orbit: 7.1e-11 meV
single-bond kappa = 1.0098 meV/nm
polar test shift 0.002 nm: largest bond D = 1.9397 ueV
sum of these six bond vectors = 3.1e-07 ueV
exchange J per bond = 20.897 meV
DM sum D along [111] = 0.1382 meV
mesh 4 to 6: shift of J = 3.9e-04 meV, of D = 7.0e-06 meV
bond-rule estimate 2 kappa a w = 0.1994 meV
canting angle, zero torque = -0.5512 mrad
canting angle, from D and J = -0.5513 mrad
sublattice Fe spin moment = 4.432 mu_B
P sign +1, w sign +1: weak moment = +2.7963 1e-3 mu_B/Fe
P sign +1, w sign -1: weak moment = -2.7963 1e-3 mu_B/Fe
P sign -1, w sign +1: weak moment = +2.7963 1e-3 mu_B/Fe
P sign -1, w sign -1: weak moment = -2.7963 1e-3 mu_B/Fe
spin part = +2.7354, orbital part = +0.0608 1e-3 mu_B/Fe
weak magnetization size = 0.4176 emu/cm3
path 1, u scale +1.0: D = +0.1382 meV
path 1, u scale +0.5: D = +0.1394 meV
path 1, u scale +0.0: D = +0.1397 meV
path 1, u scale -0.5: D = +0.1394 meV
path 1, u scale -1.0: D = +0.1382 meV
path 2 (mesh 2), 0 deg: D along w = +0.1288, along [111] = +0.1288 meV
path 2 (mesh 2), 60 deg: D along w = +0.1276, along [111] = +0.0605 meV
path 2 (mesh 2), 120 deg: D along w = +0.0999, along [111] = -0.0457 meV
path 2 (mesh 2), 180 deg: D along w = +0.1288, along [111] = -0.1288 meV
mean-field Neel temperature = 679 K
sublattice order left at 300 K = 0.919
rough P = 90.0 uC/cm2, susceptibility = 50.0, field = 0.2 MV/cm
field-induced change of P = 0.984 %
d ln D / d ln u = -0.0261; change of D in field = -0.0257 %
cycloid DM energy d (single-bond estimate) = 15.148 ueV
cycloid period without anisotropy = 3432.4 nm
anisotropy needed for uniform state K_c = 0.01355 ueV/Fe
easy-plane anisotropy from canting = 0.03811 ueV/Fe
collinear anisotropy E([111]) - E([11-2]) = -6.6553 ueV/Fe
wall test at K_c: energy / (pi d) = 1.0e-03
all assertions hold
```
